# When Converging Two Conduction Valleys Does Not Raise the Power Factor

Take a semiconductor with two identical conduction valleys whose edges lie at the same energy. Suppose that a collision sends an electron into any state of its energy with equal probability, in either valley. Compared with a single valley at the same chemical potential, there are twice as many electrons. Each electron also has twice as many final states to scatter into, so its lifetime $\tau$ is halved. In

$$\sigma=\frac{ne^2\tau}{m}$$

the factors 2 and 1/2 cancel. The Seebeck coefficient $S$ depends on how conduction is distributed over energy, and that distribution has not changed. The power factor $\sigma S^2$ is therefore that of one valley.

Band convergence is expected to help because it adds conducting channels. The same valleys are also places to scatter into, and the gain depends on which role weighs more. A model with two valleys, possibly of different mass, settles this in closed form.

## The model

Valley $i$ is isotropic and parabolic, with mass $m_i$. Its states below energy $E$, per volume and spin, number $k^3/6\pi^2=(2m_iE)^{3/2}/(6\pi^2\hbar^3)$. Differentiating gives the density of states

$$g_i(E)=\frac{(2m_i)^{3/2}\sqrt E}{4\pi^2\hbar^3}.$$

Let the scatterers be acoustic phonons with deformation potential $\Xi$ and elastic constant $C$. For phonon wavevector $q$, frequency $\omega$, occupation $N$, mass density $\rho_m$ and volume $V$, absorption and emission together have the squared matrix element

$$|M|^2=\Xi^2q^2\frac{\hbar}{2\rho_mV\omega}(2N+1)\simeq\frac{\Xi^2q^2\,kT}{\rho_mV\omega^2}=\frac{\Xi^2kT}{CV}.$$

The second step uses $2N+1\simeq2kT/\hbar\omega$, valid for $\hbar\omega\ll kT$, and the last uses $\omega^2=Cq^2/\rho_m$. The result does not depend on $q$, so scattering is isotropic. Neglecting the small phonon energy, the golden rule gives the intravalley rate

$$Wg_i,\qquad W=\frac{2\pi\,\Xi^2kT}{\hbar C}.$$

For scattering into the other valley $j$, take the rate $rWg_j$. Thus $r$ compares squared matrix elements. For unequal masses this differs from comparing rates.

Let a field $\mathcal E$, a chemical-potential gradient and a temperature gradient act along $z$. To first order the Boltzmann equation for electrons of charge $-e$ is

$$v_z(-f_0')\left[e\mathcal E+\nabla\mu+\frac{E-\mu}{T}\nabla T\right]=-\sum_jW_{ij}g_j\left(\delta f_i-\langle\delta f_j\rangle\right),$$

where $W_{ii}=W$, $W_{12}=W_{21}=rW$, and $\langle\cdot\rangle$ averages over directions. The response is proportional to $\cos\theta$, so the average vanishes and nothing scattered in carries current. Hence

$$\frac1{\tau_i}=W(g_i+r g_j),\qquad j\ne i.$$

Insert $\delta f_i$ into the current $-2e\sum_i\int g_i\langle v_z\,\delta f_i\rangle dE$, with 2 for spin and $\langle v_z^2\rangle=v_i^2/3$. Then

$$\Sigma(E)=\frac{2e^2}{3}\sum_i g_iv_i^2\tau_i,\qquad L_n=\int\Sigma(E)(E-\mu)^n(-f_0')\,dE,$$

$$j=L_0\left(\mathcal E+\frac{\nabla\mu}{e}\right)+\frac{L_1}{eT}\nabla T.$$

With no temperature gradient, $\sigma=L_0$. With no current, the ratio of the bracket to $\nabla T$ is $S$, so

$$S=-\frac{L_1}{eTL_0},\qquad \sigma S^2=\frac{L_1^2}{e^2T^2L_0}.$$

If a second valley multiplies $\Sigma$ by an energy-independent factor $G$, both integrals acquire that factor. At fixed $\mu$, $S$ is unchanged and the power factor is multiplied by $G$. Since this holds at every $\mu$, the maximum over doping is multiplied by $G$ too.

## Equal valleys

For equal aligned valleys, the sum contains two equal terms, each with a lifetime shortened by $1+r$:

$$G=\frac{2}{1+r}.$$

Independent valleys, $r=0$, double the power factor. At $r=1$ nothing is gained, and at $r=2$ one third is lost. For $N$ equal valleys coupled pairwise with the same $r$, the same count gives

$$G=\frac{N}{1+(N-1)r},$$

which saturates at $1/r$ for large $N$.

The loss of gain requires intervalley collisions to destroy velocity. Suppose instead that they preserve a mean cosine $c$ between the initial and final velocities. The in-scattering term then returns $rc\,\delta f$, and the relaxation rate is proportional to $1+r-rc$. This gives $G=2/[1+r(1-c)]$. With $r=1$ and $c=1/3$, a gain of 1.2 survives.

## A reference valley in numbers

Consider an n-type leg at 600 K, where $kT=51.7$ meV, with $m_1=0.2\,m_e$, $\Xi=15$ eV and $C=100$ GPa. Since $v_1^2=2E/m_1$, the density of states cancels for one valley:

$$\Sigma_1=\frac{2e^2}{3}\frac{2E}{m_1W}=\frac{2e^2\hbar C}{3\pi m_1\Xi^2}\,\frac{E}{kT}.$$

Write $x=E/kT$, $\eta=\mu/kT$ and $F_j=\int_0^\infty x^j/(1+e^{x-\eta})\,dx$. Integration by parts turns $\int x(-df_0/dx)dx$ into $F_0$ and $\int x^2(-df_0/dx)dx$ into $2F_1$. Therefore

$$\sigma=\frac{2e^2\hbar C}{3\pi m_1\Xi^2}F_0,\qquad S=-\frac ke\left(\frac{2F_1}{F_0}-\eta\right).$$

The power factor peaks at $\eta=0.67$, where $n=8.0\times10^{18}$ cm$^{-3}$, $\sigma=591$ S/cm and $S=-167$ µV/K. Thus

$$\sigma S^2=591\times(167\times10^{-6})^2\ \mathrm{W/(cm\,K^2)}\approx16.5\ \mathrm{\mu W/(cm\,K^2)}.$$

## A heavy second band

Now let the second band have mass $m_2=\rho m_1$ and the same edge. Then $g_2/g_1=\rho^{3/2}$ and $v_2^2/v_1^2=1/\rho$. Dividing each contribution to $\Sigma$ by $\Sigma_1$ gives

$$G=\frac{g_1}{g_1+rg_2}+\frac1\rho\,\frac{g_2}{g_2+rg_1}
=\frac1{1+r\rho^{3/2}}+\frac{\sqrt\rho}{r+\rho^{3/2}}.$$

At $r=1$ the denominators agree. With $q=\sqrt\rho$ and $1+q^3=(1+q)(1-q+q^2)$,

$$G=\frac{1+q}{1+q^3}=\frac1{1+\rho-\sqrt\rho}.$$

Since $\rho>\sqrt\rho$ for $\rho>1$, every heavier aligned band lowers the optimized power factor at $r=1$. Before simplification, $G=(g_1+g_2/\rho)/(g_1+g_2)$, which is the average of $m_1/m$ weighted by density of states. At $r=1$ both bands have the same lifetime at each energy, so the pair conducts with an average inverse mass, and a heavier band dominates the weights.

For $m_2=0.8\,m_e$, $\rho=4$ and $q=2$. The light band retains $1/9$ of its former conduction and the heavy band contributes $2/9$, so $G=1/3$. The density at the same $\mu$ rises by a factor of $1+8=9$, to $7.2\times10^{19}$ cm$^{-3}$. Conductivity falls to $591/3=197$ S/cm, so mobility falls by a factor of 27, from 461 to 17 cm²/Vs. The Seebeck coefficient stays at $-167$ µV/K, and the power factor becomes 5.5 µW/(cm K²). Without interband scattering the same band would have helped, with $G=1+1/4=1.25$.

The numbers for the coupled pair strain the Boltzmann equation, which assumes well-defined states between collisions. At $E=kT$ the lifetime falls ninefold, from 81 to 9 fs. Then $\hbar/\tau=73$ meV exceeds $kT$, and the product of wavevector and mean free path, $2E\tau/\hbar$, is only 1.4 where it should be large. The conductivity and mobility of the pair are therefore rough estimates.

The break-even coupling follows from $G=1$. Moving the first term to the right gives

$$\frac{q}{r+q^3}=\frac{rq^3}{1+rq^3}.$$

Cross-multiplication gives $q+rq^4=r^2q^3+rq^6$, and division by $q$ gives

$$q^2r^2+q^3(q^2-1)r-1=0.$$

For $q=2$ this is $4r^2+24r-1=0$, whose positive root is $r=0.041$. Even then, a light electron's interband rate is $8r=0.33$ of its intraband rate, because the heavy band offers eight times as many final states. If equal coupling is instead taken to mean equal interband and intraband rates for the light electron, then $r=1/8$ and $G=1/2+2/8.125=0.75$. The heavy band still costs power factor.

Adding a lighter band can help relative to the original one. At $r=1$, $1-q+q^2$ is smallest at $q=1/2$, giving $G=4/3$ for $\rho=1/4$. But the added band alone, with the same $W$, would have four times the original power factor, since $\Sigma_1\propto1/m_1$. The pair has only one third of that.

## Fixed carrier density

The comparisons so far fix $\mu$ or optimize the doping. If carrier density is fixed, two equal valleys at $r=1$ hold $n/2$ each, and

$$PF_2(n)=PF_1(n/2).$$

The curve has the same height but its peak lies at twice the density. At one third of the single-valley optimum density, the pair has 0.77 of the single-valley power factor. At three times that density, it has 1.21. An overdoped sample can thus improve on convergence although the attainable maximum has not risen.

The light and heavy pair, at its own optimum density, reaches 0.755 of the light band's power factor at that density. This ratio is well above $1/3$ because the light band alone is overdoped there. Far into degeneracy the comparison even reverses. For large $\eta$, $F_0\simeq\eta$ and $F_1\simeq\eta^2/2+\pi^2/6$, so $S\simeq-(k/e)\pi^2/(3\eta)$ and $PF_1\propto1/\eta\propto n^{-2/3}$. The pair has $PF(n)=PF_1(n/9)/3$, and the ratio tends to $9^{2/3}/3=1.44$. A heavy band therefore lowers the best power factor here, but not the power factor at every fixed density.

## Approaching convergence

Let the second edge lie $\Delta$ above the first. For equal masses and $r=1$, put $E'=E-\Delta$. Above the second edge,

$$\frac{\Sigma}{\Sigma_1}=\frac{E^{3/2}+E'^{3/2}}{E(\sqrt E+\sqrt{E'})}
=\frac{E+E'-\sqrt{EE'}}{E}<1,$$

because $E'<\sqrt{EE'}$. Below that edge the ratio is 1. Optimizing the doping at each offset gives these power factors relative to the light valley alone:

| $\Delta/kT$ | equal masses | heavy second band |
|---:|---:|---:|
| 0 | 1.00 | 0.33 |
| 1 | 0.88 | 0.24 |
| 2 | 0.78 | 0.34 |
| 4 | 0.88 | 0.68 |
| 6 | 0.96 | 0.89 |

For equal masses, closing the gap from $2kT$ to zero raises the power factor from 0.78 to 1.00. This looks like a benefit of convergence, but it merely recovers what the nearby valley had taken away. Bringing the heavy band down from $6kT$ mostly does harm, and in this Boltzmann calculation the lowest sampled value is at $1kT$, before alignment. Neither the position of that minimum nor the heavy-band values at finite offset should be taken literally, because the short lifetimes blur the second edge by an energy comparable to $kT$. Treating the broadening in the self-consistent Born approximation leaves 0.33 at alignment but gives about 0.31, 0.29, 0.48 and 0.72 at 1, 2, 4 and $6kT$.

The energy at which conduction is lost matters. For a small change $\delta\Sigma$,

$$\frac{\delta(\sigma S^2)}{\sigma S^2}=\int\delta\Sigma\,(-f_0')\left[\frac{2(E-\mu)}{L_1}-\frac1{L_0}\right]dE.$$

For $L_1>0$ the bracket changes sign at $E-\mu=L_1/(2L_0)=e|S|T/2$. At the light-valley optimum this is $0.97\,kT$, or $1.64\,kT$ above the band edge. Conduction lost above that energy lowers the power factor; conduction lost below it raises it. A second edge at $2kT$ removes only the useful part.

A heavy band need not be harmful at every doping. If $L_1<0$, the bracket is negative for every $E>\mu$, so conduction lost there raises the power factor. To reach this regime, put the heavy band's edge $40kT$ above the light edge, with $r=1$, and search for the best $\mu$ within $6kT$ of it. Scattering now suppresses conduction above $\mu$ so strongly that carriers below dominate $L_1$. The Seebeck coefficient becomes $+55$ µV/K and the power factor is 2.4 times the light band's ordinary optimum. This is a metallic energy filter, about 2 eV above the light edge, where a parabolic band is only an illustration. The factor 2.4 also assumes a sharp heavy-band edge. Just above that edge $\hbar/\tau$ exceeds $kT$, and the resulting blur can remove most of the gain.

## What real legs change

The parameters are rough values for a heavily doped covalent leg of a mid-temperature thermoelectric generator. Good materials of this kind have power factors of roughly 10 to 40 µW/(cm K²) at densities of roughly $10^{19}$ to $10^{20}$ cm$^{-3}$. The reference valley is in or near both ranges, though its mobility is on the high side for 600 K. The least certain assumption is $r=1$. Valleys far apart in the Brillouin zone may be coupled more weakly, and between $r=1$ and $r=0$ the heavy-band ratio moves from 0.33 to 1.25.

With an energy-independent matrix element, nonparabolicity is the largest of the other corrections computed. For a gap $E_g=0.6$ eV, let the light band obey $E(1+E/E_g)=\hbar^2k^2/2m_1$ while the heavy band stays parabolic. The ratio rises from 0.33 to 0.62. The rise comes from a weaker reference: at $E=3kT$ the light band's $v^2$ is 0.55 of its parabolic value. The power factor of the pair falls too, but by a smaller factor than that of the light band alone. If both bands had the same nonparabolicity, $g_2/g_1$ and $v_2^2/v_1^2$ would be unchanged at each energy, and the ratio would remain $1/3$. These numbers keep $W$ constant. In a two-band Kane model the acoustic matrix element also falls with energy. For equal conduction and valence deformation potentials, the light band's intraband rate is multiplied by $1-8\beta(1+\beta)/[3(1+2\beta)^2]$ with $\beta=E/E_g$. The reference is then weakened much less, and the ratio is only 0.37 instead of 0.62. A heavy-valley mass anisotropy of 4, at fixed density of states, multiplies its mean inverse mass by 1.19. Averaged over directions, this gives $G=1/9+1.19\times2/9=0.38$; a single ellipsoidal valley gives 0.20 along its heavy axis and 0.46 across it.

Ionized impurities might seem to restore the gain, since they are taken to scatter only within a valley. But at fixed $\mu$ more valleys hold more carriers, which require more dopants. With one singly charged impurity per carrier, screened Coulomb scattering and a dielectric constant of 20, the optimized ratios are 0.995 for equal valleys and 0.33 for the heavy band. The light valley's own optimum rises slightly, from 16.5 to 16.6 µW/(cm K²). Impurities reduce conduction on both sides of the energy where the sensitivity changes sign, and the two effects nearly cancel. The equal-valley ratio depends on how strong the impurity scattering is: with a dielectric constant of 10 it is 1.03, a small gain, since the extra carriers also screen the impurities. These impurity rates use the Born approximation, which is marginal here because the screening length is 0.5 to 1 effective Bohr radius, so departures of a few percent from 1 are only indicative.

Giving intervalley phonons an energy of 20 meV, with the coupling normalized to its high-temperature limit, leaves the ratios at 0.996 and 0.33. Minority holes, placed across the 0.6 eV gap in a valley with the same mass and scattering as the light one, change the light valley's power factor by less than 0.01 %. Polar optical scattering is absent because the leg is assumed covalent; a polar material needs it, and these ratios should not be carried over unchecked.

For material design, an aligned valley of equal mass raises the best power factor under the model's assumptions when $r<1$. A valley four times heavier does so only when $r<0.041$ if both valleys are parabolic; ionized impurities lower this limit to about 0.02 for a dielectric constant of 20. With the nonparabolic light band considered above and phonon scattering alone, the limit is about 0.24 for a constant matrix element and about 0.06 with the Kane factor. Counting valleys is therefore not enough: the intervalley coupling must be known, and samples should be compared at their own optimum doping. The numerical output lists the main computed values.

## Table of computed values

```
temperature: 600 K
thermal energy kT: 51.7 meV
light mass: 0.2 m_e
heavy mass: 0.8 m_e
deformation potential: 15 eV
elastic constant: 100 GPa
light-valley lifetime at E=kT: 81.13 fs
-- light valley alone, optimum doping
eta: 0.6681
carrier density: 7.994e+18 cm^-3
mobility: 461.2 cm2/Vs
conductivity: 590.7 S/cm
Seebeck: -166.9 uV/K
power factor: 16.46 uW/(cm K2)
-- best PF of two equal valleys / one valley
r=0.0: 2.0000
r=0.5: 1.3333
r=1.0: 1.0000
r=2.0: 0.6667
r=1, mean cosine 1/3 kept: 1.2000
-- light + heavy, aligned, r=1, optimum doping
carrier density: 7.195e+19 cm^-3
mobility: 17.08 cm2/Vs
conductivity: 196.9 S/cm
Seebeck: -166.9 uV/K
power factor: 5.487 uW/(cm K2)
PF ratio to light alone, r=1: 0.3333
PF ratio to light alone, r=0: 1.2500
break-even r: 0.0414
best added mass ratio, r=1: 0.250
gain at that mass ratio: 1.3333
-- fixed density, r=1, PF ratio to light alone
equal valleys, n = n_opt/3: 0.774
equal valleys, n = 3 n_opt: 1.206
light+heavy at its own optimum n: 0.755
-- best PF / light alone, r=1: offset/kT, equal, heavy
0  1.000  0.333
1  0.877  0.241
2  0.784  0.343
4  0.882  0.676
6  0.964  0.892
heavy edge at 40 kT: PF ratio: 2.389
heavy edge at 40 kT: Seebeck: 54.65 uV/K
-- neglected effects: PF ratio at r=1 (equal; heavy)
impurities, eps=20: 0.995; 0.332
impurities: PF of light alone: 16.56 uW/(cm K2)
20 meV phonon: 0.996; 0.332
nonparabolic light, gap 0.6 eV: heavy 0.621
mass anisotropy 4: heavy 0.376
minority carriers: PF change: -0.0068 %
acoustic phonon energy / kT: 0.106
equipartition error: 0.094 %
```
